# The half-pitch limit of a single exposure in projection lithography

A projection lens forms an image of a mask in a thin layer of resist. If the mask carries a grating of parallel lines, it splits the incoming light into separate diffraction orders, and the lens brings some of them together again at the wafer. Where they overlap they interfere, and the fringes are the printed lines. Finer lines need waves that meet at a larger angle, but the lens accepts only a limited range of angles. How close together can the lines be?

Let $\lambda$ be the vacuum wavelength, $k_0=2\pi/\lambda$, and $n$ the refractive index of the medium above the wafer. Take $x$ across the lines, $y$ along them and $z$ into the wafer. If the steepest wave that the lens delivers makes an angle $\theta$ with the $z$ axis, the numerical aperture is

$$\mathrm{NA}=n\sin\theta .$$

All lengths are measured at the wafer, so the reduction ratio of the lens does not enter.

Consider two coherent waves of equal amplitude $A$ at angles $+\theta$ and $-\theta$, with their electric fields along $y$. This polarization is called TE. Each wave has wavenumber $nk_0$, whose component along $x$ is $\pm nk_0\sin\theta=\pm k_0\mathrm{NA}$. With $\beta=nk_0\cos\theta$, the total field is

$$E_y=A\cos(\omega t-\beta z-k_0\mathrm{NA}\,x)+A\cos(\omega t-\beta z+k_0\mathrm{NA}\,x).$$

The identity $\cos(a-b)+\cos(a+b)=2\cos a\cos b$ turns this into

$$E_y=2A\cos(k_0\mathrm{NA}\,x)\cos(\omega t-\beta z).$$

Resist responds to absorbed energy, which is proportional to the time average of the squared field. The average of $\cos^2(\omega t-\beta z)$ is $1/2$, so

$$I(x)=2A^2\cos^2(k_0\mathrm{NA}\,x)=A^2\left[1+\cos(2k_0\mathrm{NA}\,x)\right].$$

The pattern repeats when the last argument grows by $2\pi$. The period $p$ therefore obeys $2k_0\mathrm{NA}\,p=2\pi$, or

$$p_{\min}=\frac{\lambda}{2\,\mathrm{NA}},\qquad \frac{p_{\min}}{2}=\frac{\lambda}{4\,\mathrm{NA}} .$$

The label "min" still has to be earned. So far this is the period of one particular pair of waves.

For an argon fluoride laser and a water-immersion lens, take $\lambda=193$ nm and $\mathrm{NA}=1.35$. Then $p_{\min}=193/2.70=71.5$ nm, and the half-pitch is 35.7 nm.

The light must still pass from the water into the resist. Along a flat interface the phases on both sides must match at every $x$, so the $x$ component of the wavevector, and with it $n\sin\theta$, is unchanged. With indices 1.44 for water and 1.70 for resist, the angle falls from $69.6^\circ$ to $52.6^\circ$, while the period stays at 71.5 nm. The higher index shortens the wavelength, but refraction reduces the angle by just the amount that compensates. This requires $\mathrm{NA}<n$ in each layer; otherwise the steepest waves decay with depth instead of propagating.

A reflection from the substrate does not alter the lateral period either. Suppose that each TE wave returns with relative amplitude $r$. Both waves have the same $\beta$, so their common depth factor changes from $e^{i\beta z}$ to $e^{i\beta z}+re^{-i\beta z}$. For real $r$ the intensity is multiplied by

$$\left|e^{i\beta z}+re^{-i\beta z}\right|^2=1+r^2+2r\cos(2\beta z).$$

This is a modulation in depth, of relative size $2r/(1+r^2)$ about its mean. A power reflectance of 1% means $r=0.1$ and a modulation of 0.198. Even a weak reflection thus changes the dose by about 20% above and below the mean as a function of depth.

Polarization affects the contrast. If the fields lie in the plane of incidence (TM), each must be perpendicular to its own direction of travel. The two unit vectors are $\mathbf e_\pm=(\cos\theta,0,\mp\sin\theta)$, with product

$$\mathbf e_+\cdot\mathbf e_-=\cos^2\theta-\sin^2\theta=\cos2\theta .$$

When the sum of the two fields is squared and averaged, each wave alone contributes $A^2/2$. The cross term contributes $A^2\,\mathbf e_+\cdot\mathbf e_-$ times the cosine of the phase difference. Hence

$$I_{\rm TM}(x)=A^2\left[1+\cos2\theta\,\cos(2k_0\mathrm{NA}\,x)\right].$$

The period is the same, but the signed visibility is $\cos2\theta$ in place of 1. It vanishes at $\theta=45^\circ$, where the two fields are perpendicular, and is negative beyond, where bright and dark fringes change places. In the resist of the example it is $-0.261$. If TE and TM light have equal energy densities in the resist, their intensities add and the visibility is $(1-0.261)/2=0.369$. Imaging near the limit at this aperture therefore gains greatly from TE light.

No other mask that is uniform along $y$ gives a smaller mean pitch over a repeating pattern, whatever the illumination. To show this, consider first a single source direction. Label each wave leaving the lens by $u_j$, its value of $n\sin\theta$ with sign. The lens passes $|u_j|\le\mathrm{NA}$. Up to a common factor, the complex field at a given depth is

$$\mathbf E(x)=\sum_j\mathbf c_j e^{ik_0u_jx}.$$

The vectors $\mathbf c_j$ contain the amplitudes, polarizations and depth phases. The intensity is

$$|\mathbf E|^2=\sum_{j,l}\mathbf c_j\cdot\mathbf c_l^*\,e^{ik_0(u_j-u_l)x}.$$

Each term has spatial frequency $f=(u_j-u_l)/\lambda$. Two numbers between $-\mathrm{NA}$ and $+\mathrm{NA}$ differ by at most $2\,\mathrm{NA}$, so

$$|f|\le\frac{2\,\mathrm{NA}}{\lambda}.$$

Light from different source points does not interfere on average, so their intensities add, and a sum of terms below this limit stays below it. A source direction tilted along $y$ uses part of the aperture for that tilt and leaves a smaller range for $u$. Linear blurring in the resist changes the strengths of the harmonics but creates no new ones.

This limits the dose pattern, but the developed pattern has sharp edges and hence contains higher frequencies. A separate argument is needed to show that a threshold cannot create extra lines. Suppose that the local response rises steadily with dose, so that resist switches from one state to the other at a single dose $t$. Let the image repeat after some length $P$, which may contain many lines. Its harmonics have frequencies $m/P$, and the highest possible one is

$$N=\left\lfloor\frac{2\,\mathrm{NA}\,P}{\lambda}\right\rfloor ,$$

where the brackets mean rounding down. The edges lie where

$$I(x)-t=\sum_{m=-N}^{N}a_m z^m-t=0,\qquad z=e^{2\pi ix/P}.$$

Multiplication by $z^N$ removes the negative powers and adds no roots on the circle $|z|=1$. The result is a polynomial of degree at most $2N$, which has at most $2N$ roots unless it vanishes identically. Each position within one period corresponds to one value of $z$, so there are at most $2N$ edges. A line has two edges. The number of lines $L$ therefore satisfies $L\le N$, and the mean pitch satisfies

$$\frac PL\ge\frac PN\ge\frac{\lambda}{2\,\mathrm{NA}} .$$

The two-wave image reaches equality, so this limit on the mean pitch is proved and attained. It does not bound the spacing within a small group of lines. A few lines can lie closer together if others lie farther apart, at the cost of weak peaks between the close ones: in a span of $10\,p_{\min}$, three of ten dark lines can be 57 nm apart, with peaks between them about a tenth of the highest. In a span of $10.5\,p_{\min}$, for example, $N=10$, and a two-wave image with ten periods prints ten lines.

The bound applies to the pitch, not to the width of one line. For an image $I=1+V\cos(2\pi x/p)$, with mean 1 and visibility $V$, the region above a threshold $t$ ends where $\cos(2\pi x/p)=(t-1)/V$. It extends equally far on both sides of the maximum, so its width is

$$w=\frac p\pi\arccos\frac{t-1}{V},\qquad |t-1|\le V.$$

At the limiting pitch with $V=1$, a threshold of 1.5 gives $w=p_{\min}/3=23.8$ nm. The bright region is narrower than 35.7 nm, but its neighbours are still 71.5 nm away. "Half-pitch" avoids this ambiguity.

The assumptions of one exposure and one switching dose both matter. Take two-wave images of period $p$, write $\varphi=2\pi x/p$, and let two exposures be shifted by half a period:

$$D_a=1+\cos\varphi,\qquad D_b=1-\cos\varphi .$$

In a linear resist the doses add to $D_a+D_b=2$, and the pattern disappears. If the resist instead stores the square of each exposure separately, the sum is

$$D_a^2+D_b^2=2+2\cos^2\varphi=3+\cos2\varphi ,$$

which has half the period. If each exposure has ten periods in the span of $10.5\,p_{\min}$, as before, there are now twenty lines, twice the bound for a single exposure. This nonlinearity alone does not suffice. Squaring a single dose leaves the order of larger and smaller doses unchanged, so a threshold on $D_a^2$ is equivalent to another threshold on $D_a$, and the count remains ten. A resist that switches twice, so that medium doses differ from both low and high ones, can also double the count. A response depending on $(D_a-1)^2=\cos^2\varphi=(1+\cos2\varphi)/2$ again gives twenty lines.

Whether a given exposure can reach the limit depends on the illumination and the mask. A grating of period $p$ lit from direction $s$ produces orders at

$$u_m=s+m\frac\lambda p,\qquad m=0,\pm1,\pm2,\ldots$$

With light along the axis, $s=0$, and a binary mask of clear and opaque lines, the first orders enter the lens together when $\lambda/p\le\mathrm{NA}$. The smallest mask pitch that is imaged is then $\lambda/\mathrm{NA}=143$ nm, twice the limit. (The two first orders also interfere with each other; about 51 nm out of focus in water only this second harmonic remains, with period 71.5 nm and visibility 0.45.) Below it only the zero order passes, and the image is uniform.

Tilted light makes better use of the aperture. Orders 0 and $-1$ are separated by $\lambda/p$, and both fit if this does not exceed the full width $2\,\mathrm{NA}$. At the limit $s=\mathrm{NA}$, and the two orders lie at opposite edges of the pupil.

An alternating phase mask reaches the same limit with light on the axis. Neighbouring clear lines transmit with opposite signs, so the mask amplitude $g$ obeys $g(x+p)=-g(x)$ and has period $2p$. A shift by $p$ multiplies its $m$th Fourier coefficient by $e^{i\pi m}=(-1)^m$. This must equal $-1$ unless the coefficient is zero, so the even orders vanish, including the zero order. The first orders lie at $\pm\lambda/(2p)$, and they pass if $\lambda/(2p)\le\mathrm{NA}$, which again gives $p\ge\lambda/(2\,\mathrm{NA})$.

A real source has a finite width, and near the limit only part of it can form fringes; the rest lowers the contrast. Order 0 requires $s\le\mathrm{NA}$, and order $-1$ requires $s-\lambda/p\ge-\mathrm{NA}$. Without tilt along $y$, the useful directions are therefore

$$\frac\lambda p-\mathrm{NA}\le s\le\mathrm{NA},\qquad \Delta s=2\,\mathrm{NA}-\frac\lambda p .$$

The width $\Delta s$ shrinks to zero at $p=p_{\min}$. The alternating mask, with orders at $s\pm\lambda/(2p)$, has the same usable width, centred on the axis. Now take a half-pitch of 38 nm, or $p=76$ nm. Then $\lambda/p=2.5395$ and $\Delta s=2.70-2.5395=0.1605$, which is 12% of NA. The centre of this strip, called a pole, is at $s_0=\lambda/(2p)=1.270$. Only orders 0 and $-1$ pass, because all others fall outside the pupil.

Let these orders have real amplitudes $a$ and $b$. Their intensity is $a^2+b^2+2ab\cos(2\pi x/p)$, with visibility

$$V_{\rm mask}=\frac{2ab}{a^2+b^2}.$$

For equal clear and dark widths, let the clear part transmit amplitude 1 and the dark part $\tau$. The mean is $a=(1+\tau)/2$. For $b$, the integral of $\cos(2\pi x/p)$ over the clear part, from $-p/4$ to $p/4$, is $p/\pi$. Over the dark part it is $-p/\pi$, because the whole period integrates to zero. Dividing by $p$ gives $b=(1-\tau)/\pi$. A binary mask has $\tau=0$ and $V_{\rm mask}=0.906$. If the dark part instead transmits 6% of the power with reversed sign, $\tau=-\sqrt{0.06}$, the two amplitudes become nearly equal and $V_{\rm mask}=0.999$. This treats the mask as infinitely thin.

Defocus changes the relative phase of the orders. Over a distance $z$ in water, an order at $u$ gains the phase $k_0z\sqrt{n^2-u^2}$. For the central source direction the orders lie at $+s_0$ and $-s_0$ and gain equal phases, so their image does not change with focus. A source direction displaced by $\delta$ places them at $s_0+\delta$ and $-s_0+\delta$, with phase difference

$$\psi(\delta)=k_0z\left[\sqrt{n^2-(s_0+\delta)^2}-\sqrt{n^2-(s_0-\delta)^2}\right].$$

This shifts the fringes. Since $\psi(-\delta)=-\psi(\delta)$, opposite displacements shift them in opposite directions, and the sum over a uniform pole keeps its position but has its visibility multiplied by the mean of $\cos\psi$. A numerical sum over the full width $\Delta s$, again without tilt along $y$, gives 0.959 at $z=50$ nm.

Diffusion in the resist blurs the dose further. Model it as averaging with a normalized Gaussian $G(v)$ of standard deviation $\sigma$. With $q=2\pi/p$, the average of $\cos[q(x-v)]$ is $B(q)\cos qx$, where $B(q)=\int G(v)\cos(qv)\,dv$; the sine part vanishes by symmetry. Since $vG=-\sigma^2G'$, differentiation and integration by parts give

$$\frac{dB}{dq}=-\int vG\sin(qv)\,dv=\sigma^2\int G'\sin(qv)\,dv=-\sigma^2qB .$$

With $B(0)=1$, the solution is

$$B=e^{-\sigma^2q^2/2}=e^{-2\pi^2\sigma^2/p^2}.$$

For $\sigma=5$ nm this is 0.918 at the 76 nm pitch and 0.908 at the limiting pitch.

In this model the three effects multiply the same harmonic. With TE light and the 6% mask,

$$V=0.9988\times0.9591\times0.9181=0.88 .$$

What this means for the line width follows from the slope at the edge. For equal lines and spaces $t=1$, and the edge is at $x=p/4$, where $I=1$ and $|dI/dx|=2\pi V/p$. The logarithmic slope multiplied by the half-pitch is

$$\frac p2\left|\frac{d\ln I}{dx}\right|=\pi V=2.76 .$$

If the dose rises by a fraction $\delta_D$, the effective threshold falls to $1/(1+\delta_D)\approx1-\delta_D$. Near zero, $\arccos(-\delta_D/V)\approx\pi/2+\delta_D/V$, so the bright width grows by

$$\Delta w\approx\frac{\delta_D\,p}{\pi V}.$$

A 1% increase changes the width by about 0.27 nm, or 0.7% of the 38 nm half-pitch.

Photon noise gives a scale for comparison. Take an incident dose of 30 mJ/cm², a resist 100 nm thick and an absorption coefficient of 1.2 per micrometre. The orders at $\pm1.27$ travel at $48.3^\circ$ in the resist, so the oblique path is $100/\cos48.3^\circ$ nm, and the absorbed fraction in one pass is 0.165. Each photon carries 6.42 eV, so, neglecting the reflection of about 6% at the resist surface, a square of side 38 nm absorbs about $7\times10^4$ photons. For independent arrivals the relative fluctuation is the inverse square root, 0.38%. The figure depends on the area chosen: averaged only over the 5 nm blur, the local fluctuation is about 0.8%, comparable to the 1% dose change considered above. It also omits the randomness of the resist chemistry.

The wavelength, aperture and indices are rough values for water-immersion lithography, and the dose, absorption, thickness and blur are rough typical choices. Dense lines of roughly 38 nm half-pitch are about the practical single-exposure limit of such systems. That is 6% above the ideal 35.7 nm. One ideal assumption that fails is the vanishing source width: moving to 38 nm opens a pole 12% of NA wide. The model does not show that this alone sets the practical limit, since a narrower pole would fit at a smaller pitch. Lens aberrations, mask thickness and the margins needed in focus and dose also enter.

The same formula gives 51.9 nm for a dry lens with $\mathrm{NA}=0.93$ at 193 nm. For extreme-ultraviolet light of 13.5 nm it gives 10.2 nm at $\mathrm{NA}=0.33$ and 6.1 nm at $\mathrm{NA}=0.55$. These are optical bounds, not predictions of printed quality. The exponent of the blur factor grows as $1/p^2$, so blur matters far more at the extreme-ultraviolet limits, where the pitches are 20.5 and 12.3 nm. The 5 nm blur that costs 8% of the contrast at a 76 nm pitch would leave only 31% and 4% of it there.

Numerical values quoted here were computed with a short program.
